Uniform background energy of a charged layer in a periodic cell

**The system**

A defect in a two-dimensional channel material carries a net charge q. It is modelled in a cell of in-plane area A and height L, repeated periodically in all three directions, with the height normal to the layer. A uniform background of total charge −q fills the cell and makes it neutral.

Parts (a) to (c) treat the laterally averaged charge: q is spread evenly over the plane z = 0, and nothing screens it. The cell extends from z = −L/2 to z = L/2. Algebra is in atomic units, with q in elementary charges. The potential φ is that felt by a positive test charge, and its cell average is set to zero. For numbers, take |q| = 1, A = 100 Å² and L = 20 Å. In eV and Å, each product of two charges acquires the factor e²/(4πε₀) = 14.3996 eV Å.

**(a) Find the electric field F(z) and the potential φ(z).**

*Answer.* The averaged charge density is

ρ(z) = (q/A)[δ(z) − 1/L].

Gauss's law reads dF/dz = 4πρ. The density is even in z and the potential is periodic, so F is odd. Across the sheet F jumps by 4πq/A, and oddness divides this jump equally between the two sides: F(0⁺) = 2πq/A. Above the sheet the background gives the slope −4πq/(AL). Hence, for 0 < z < L/2,

F(z) = (2πq/A)(1 − 2z/L).

The field vanishes at z = L/2, as it must: periodicity requires F(L/2) = F(−L/2), while oddness requires F(−L/2) = −F(L/2).

Integrating F = −dφ/dz from the sheet gives

φ(z) = φ(0) − (2πq/A)(z − z²/L).

The average of z − z²/L over 0 < z < L/2 is

(2/L)(L²/8 − L²/24) = L/6.

Zero average potential therefore requires φ(0) = (2πq/A)(L/6). Including the lower half of the cell by symmetry,

φ(z) = (2πq/A)(z²/L − |z| + L/6), |z| ≤ L/2.

At the sheet and at the cell boundary this becomes

φ(0) = πqL/(3A),
φ(L/2) = (2πq/A)(L/4 − L/2 + L/6) = −πqL/(6A).

For q = +1 the values are 3.016 V and −1.508 V. For an added electron both signs reverse.

**(b) Find the electrostatic energy per cell and evaluate it for one electron charge.**

*Answer.* The energy is half the integral of charge density times potential:

E_u = (A/2)∫ρφ dz = ½qφ(0) − (q/2L)∫φ dz.

The last integral runs over the cell and is zero by the choice of potential. Thus

E_u = ½qφ(0) = πq²L/(6A).

The factor ½ is needed because φ is produced by the same charges whose energy is being counted. Without it the result would be twice too large. The zero of φ does not affect E_u: adding a constant C changes the energy by C/2 times the total charge, which is zero.

For the given cell,

E_u = π × 14.3996 eV Å × 20 Å / (6 × 100 Å²) = 1.508 eV,

or 0.0554 hartree. The energy depends on q², so it is positive for an added electron and for a missing one.

The same energy can be found from the field. Substituting ρ = F′/(4π) and integrating by parts,

E_u = (A/8π)∫F′φ dz = (A/8π)∫F² dz.

The boundary term Fφ cancels by periodicity, and −φ′ = F. This form shows why the energy grows with L: the field at the sheet stays at 2πq/A, while the region it occupies becomes taller.

**(c) In what sense is this a background energy? Separate the sheet and background contributions.**

*Answer.* A plane of charge Q at z′ has the potential −2πQ|z − z′|/A, if its zero is placed on the plane itself. With this choice the sheet has no self-term. The sheet–background term is

E_sb = q(−q/L)(−2π/A)∫|z| dz = (2πq²/AL)(L²/4) = πq²L/(2A).

For the background–background term, first integrate over z′ at fixed z:

∫|z − z′| dz′ = z² + L²/4.

Integrating this over z gives L³/12 + L³/4 = L³/3, so

E_bb = ½(q/L)²(−2π/A)(L³/3) = −πq²L/(3A).

The numerical values are 4.524 eV and −3.016 eV. Their sum is again 1.508 eV.

Periodic images add nothing to this sum. Outside a neutral cell with no dipole moment, the terms in −2πQ|z − z′|/A cancel, so the cell produces neither field nor potential there.

The separation depends on the chosen zero of the kernel. Adding a constant c to the kernel changes the sheet self-term by cq²/2, the cross term by −cq² and the background term by cq²/2. The total is unchanged, and it is the total that has physical meaning. E_u is therefore a background energy in the sense that it arises from the sheet together with its neutralizing background, not from the background alone.

**(d) The real defect charge is localized. For a point charge in vacuum in a square cell of side 10 Å, decide whether subtracting E_u removes the finite-size error.**

*Answer.* Add and subtract a sheet of charge density q/A in the plane of the point charges. The system then has two parts:

1. the point charges with a coplanar background of density −q/A;
2. the uniform sheets with the three-dimensional background.

Part 1 has no laterally uniform component, while part 2 has no other. Their interaction energy is therefore zero, because the lateral integral of their product vanishes. Part 2 has energy E_u.

In part 1, a component with in-plane wave vector of length g > 0 obeys φ″ = g²φ away from its plane, so its potential decays as exp(−g|z|). The smallest g is 2π/(10 Å). At a distance of 20 Å the factor is exp(−4π), about 3 × 10⁻⁶, so different layers barely interact through these components. What remains is the energy E_lat of one planar lattice, independent of L. With the self-energy of each point charge excluded,

E_total ≈ E_u + E_lat.

A direct lattice sum with a smooth cutoff gives E_lat = −2.808 eV. Independent three-dimensional Ewald sums give the totals below, and they pass the test of agreeing with E_u + E_lat.

- L = 20 Å: E_u = 1.508 eV, E_total = −1.300 eV
- L = 30 Å: E_u = 2.262 eV, E_total = −0.546 eV
- L = 40 Å: E_u = 3.016 eV, E_total = 0.208 eV

An isolated point charge in vacuum has zero energy in this convention, so E_total is itself the finite-size error. At L = 20 Å the error is −1.300 eV. Subtracting E_u alone would leave −2.808 eV, a larger error in magnitude. The full correction must remove both parts, and here it is +1.300 eV.

The total vanishes when E_u = 2.808 eV, at

L = 20 Å × 2.808/1.508 ≈ 37 Å.

This is an accidental cancellation for the chosen area, not convergence. Raising L further at fixed A makes the error grow linearly. If instead all cell lengths are multiplied by s, both contributions fall as 1/s, since each is q² divided by a length.

**(e) Return to the uniform part. How does it change if the charge is spread evenly over a thickness w = 3 Å?**

*Answer.* Inside the charged region, Gauss's law gives the slope (4πq/A)(1/w − 1/L). The field rises linearly from zero at z = 0 to

F_w = (2πq/A)(1 − w/L)

at z = w/2, and then falls linearly to zero at z = L/2. The integral of the square of a linear function that starts or ends at zero is one third of its peak squared times the interval length. The two intervals in the upper half-cell have total length L/2, so

E_w = (A/8π) × 2 × F_w²L/6 = πq²(L − w)²/(6AL).

Numerically,

E_w = 1.5079 eV × (17/20)² = 1.089 eV.

The limit w → 0 recovers E_u. When w = L the charge cancels the background everywhere and the energy vanishes. For any L ≥ w, expansion of the square gives

E_w = (πq²/6A)(L − 2w + w²/L).

When L is much larger than w, the last term is negligible. Thickness then lowers the energy by the constant πq²w/(3A) and leaves the coefficient of L unchanged.

**(f) Now let the charge be thin again, at the centre of a dielectric slab of thickness d = 6 Å and out-of-plane constant ε = 10. Find the uniform energy.**

*Answer.* Assume a linear, local response with sharp slab faces. The background still fills the whole cell. Gauss's law now fixes the displacement, dD/dz = 4πρ, where ρ excludes the polarization charge. The arrangement is symmetric, so D has the form found for F in part (a):

D(z) = (2πq/A)(1 − 2z/L), 0 < z < L/2.

The field is D/ε inside the slab and D outside. Repeating the integration by parts with ρ = D′/(4π) gives the energy (A/8π)∫D²/ε(z) dz, where ε(z) = 1 outside the slab. The two integrals required are

∫ from 0 to L/2 of (1 − 2z/L)² dz = L/6,
∫ from 0 to d/2 of (1 − 2z/L)² dz = (L/6)[1 − (1 − d/L)³].

The slab reduces the second contribution by the fraction 1 − 1/ε. Therefore

E_ε = E_u{1 − (1 − 1/ε)[1 − (1 − d/L)³]}.

With d/L = 0.3, the factor in braces is

1 − 0.9 × (1 − 0.343) = 0.4087,

and E_ε = 1.508 eV × 0.4087 = 0.616 eV.

For ε = 1 the vacuum result returns. For ε → ∞ the energy tends to E_u(1 − d/L)³, which is the field energy left in the vacuum. When L is much larger than d, the bracket is approximately 3d/L, and

E_ε ≈ πq²L/(6A) − (1 − 1/ε)πq²d/(2A).

The slab lowers the energy by an amount that tends to a constant, so it does not remove the growth with L. The limit is approached slowly. For the given cell the lowering is 0.892 eV against the limiting 1.221 eV, and the approximate form gives 0.29 eV instead of 0.616 eV, so the full formula is needed there. Dividing the vacuum energy by ε would be correct only if the dielectric filled the cell. This result also does not correct E_lat, whose fields have in-plane components and depend on the in-plane response as well.

All results above assume that the charge stays where it is placed and that the response is linear. One charge per 100 Å² is 10¹⁴ cm⁻². In the slab model it gives a field of about 9 MV/cm at the sheet and 63 MV/cm just outside the slab face, large enough that linear response should be checked. The potential drop from the sheet to the middle of the vacuum is 2.4 V at L = 20 Å and 4.6 V at L = 30 Å. For an added electron this drop lowers the vacuum states. Once it is comparable with the electron's binding energy below the vacuum level, a few eV, the electron spills into the vacuum in a self-consistent calculation, and the formulas, including the linear growth with L, no longer apply. The exact 1/s scaling of part (d) also holds only for the point charge in vacuum, since a real layer keeps w and d fixed as the cell grows.

The numerical output lists finite-difference solutions of the Poisson equation for the thin, thick and screened cases. They agree with the three formulas to the digits shown.

Computed values

```
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
Cell side: 10.0 angstrom
Cell area A: 100.0 angstrom^2
Cell height L: 20.0 angstrom
Uniform energy E_u, formula: 1.5079 eV
Uniform energy E_u, formula: 0.05542 hartree
Uniform energy, finite differences: 1.5079 eV
Uniform energy, field integral: 1.5079 eV
Uniform energy, reciprocal sum: 1.5079 eV
Potential at sheet, q=+e: 3.0159 V
Potential at cell boundary, q=+e: -1.5079 V
Sheet-background term: 4.5238 eV
Background-background term: -3.0159 eV
Lateral point-charge energy E_lat: -2.808 eV
L = 20 angstrom: E_u = 1.508 eV, Ewald total = -1.300 eV
L = 30 angstrom: E_u = 2.262 eV, Ewald total = -0.546 eV
L = 40 angstrom: E_u = 3.016 eV, Ewald total = 0.208 eV
Charge thickness w: 3.0 angstrom
Energy with thickness w, formula: 1.0895 eV
Energy with thickness w, finite differences: 1.0895 eV
Dielectric slab thickness d: 6.0 angstrom
Out-of-plane dielectric constant: 10.0 (no unit)
Dielectric reduction factor: 0.4087 (no unit)
Energy with dielectric, formula: 0.6163 eV
Energy with dielectric, finite differences: 0.6163 eV
```
